# Out-of-plane strain of a coherent cubic layer on (001) and (111): verification in Python

```python
# Under test: a coherent cubic film with isotropic in-plane strain e and free surface
# (normal n) has normal strain e_perp = -D e and no shear, with D(001) = 2 C12/C11,
# D(111) = 2(C11+2C12-2C44)/(C11+2C12+4C44). H = C11-C12-2C44, K_ik = C_ijkl n_j n_l,
# M = n.K.n, w = free vector in strain = e*1 + sym(w n), Y = biaxial modulus.
# Atomistic check: Keating model (alpha, beta in N/m, a in angstrom). Stress in GPa.
import itertools
import numpy as np
import sympy as sp
from scipy import constants as sc

rng = np.random.default_rng(1)
I3 = np.eye(3)
unit = lambda v: np.array(v, float) / np.linalg.norm(v)
n001, n111, n113 = unit([0, 0, 1]), unit([1, 1, 1]), unit([1, 1, 3])
D001 = lambda c11, c12, c44: 2*c12/c11
D111 = lambda c11, c12, c44: 2*(c11+2*c12-2*c44)/(c11+2*c12+4*c44)
Y001 = lambda c11, c12, c44: (c11+2*c12)*(c11-c12)/c11
Y111 = lambda c11, c12, c44: 6*c44*(c11+2*c12)/(c11+2*c12+4*c44)

def cubic(c11, c12, c44):
    C = c12*np.einsum('ij,kl->ijkl', I3, I3) + c44*(
        np.einsum('ik,jl->ijkl', I3, I3) + np.einsum('il,jk->ijkl', I3, I3))
    for i in range(3):
        C[i, i, i, i] += c11 - c12 - 2*c44
    return C
rotate = lambda R, C: np.einsum('ai,bj,ck,dl,ijkl->abcd', R, R, R, R, C, optimize=True)
Kform = lambda c11, c12, c44, n: ((c12+c44)*np.outer(n, n) + c44*I3
                                  + (c11-c12-2*c44)*np.diag(n**2))

# Averaging a random stiffness over the 12 rotations shared by all cubic classes
group = [np.diag(s) @ np.roll(I3, k, axis=0) for k in range(3)
         for s in [(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)]]
T = rng.normal(size=(3, 3, 3, 3))
T = T + T.transpose(1, 0, 2, 3); T = T + T.transpose(0, 1, 3, 2); T = T + T.transpose(2, 3, 0, 1)
Tav = sum(rotate(R, T) for R in group)/12
assert np.allclose(Tav, cubic(Tav[0, 0, 0, 0], Tav[0, 0, 1, 1], Tav[0, 1, 0, 1]), atol=1e-12)
assert not np.allclose(T, Tav, atol=1e-2)

# Symbolic minimisation of the Voigt energy over the three free film-frame strains
c11, c12, c44, e, ez, s1, s2 = sp.symbols('c11 c12 c44 e ez s1 s2')
R111 = sp.Matrix([[1/sp.sqrt(2), -1/sp.sqrt(2), 0],
                  [1/sp.sqrt(6), 1/sp.sqrt(6), -2/sp.sqrt(6)], [1/sp.sqrt(3)]*3])
for R, Df, Yf in [(sp.eye(3), D001, Y001), (R111, D111, Y111)]:
    E = R.T*sp.Matrix([[e, 0, s1], [0, e, s2], [s1, s2, ez]])*R
    u = sp.expand(c11/2*(E[0, 0]**2+E[1, 1]**2+E[2, 2]**2)
                  + c12*(E[0, 0]*E[1, 1]+E[1, 1]*E[2, 2]+E[0, 0]*E[2, 2])
                  + 2*c44*(E[0, 1]**2+E[1, 2]**2+E[0, 2]**2))
    sol = sp.solve([sp.diff(u, v) for v in (ez, s1, s2)], [ez, s1, s2], dict=True)[0]
    assert sp.simplify(sol[ez] + Df(c11, c12, c44)*e) == 0
    assert sp.simplify(sol[s1]) == 0 and sp.simplify(sol[s2]) == 0
    assert sp.simplify(u.subs(sol) - Yf(c11, c12, c44)*e**2) == 0
E0 = E.subs({s1: 0, s2: 0})
assert sp.simplify(E0[0, 0]-(2*e+ez)/3) == 0 and sp.simplify(E0[0, 1]-(ez-e)/3) == 0

def film_continuum(C, n):
    """Energy minimum in rotated axes for e = 1: returns D, w, film-frame stress."""
    t1 = unit(np.cross(n, [0.3, 0.5, 0.8])); t2 = np.cross(n, t1)
    Cp = rotate(np.array([t1, t2, n]), C)
    B = [np.diag([1., 1., 0.])] + [(np.outer(I3[i], I3[2])+np.outer(I3[2], I3[i]))/2 for i in range(3)]
    Q = np.array([[np.einsum('ij,ijkl,kl', p, Cp, q) for q in B] for p in B])
    x = -np.linalg.solve(Q[1:, 1:], Q[1:, 0])
    sig = np.einsum('ijkl,kl->ij', Cp, B[0] + sum(xi*b for xi, b in zip(x, B[1:])))
    return -x[2], x[0]*t1 + x[1]*t2 + (x[2]-1)*n, sig

seen = set()
for _ in range(60):
    a11 = rng.uniform(50, 300); c = (a11, a11*rng.uniform(-0.45, 0.95), rng.uniform(10, 300))
    C = cubic(*c); n = unit(rng.normal(size=3)); K = Kform(*c, n)
    assert np.allclose(K, np.einsum('ijkl,j,l->ik', C, n, n)) and np.linalg.eigvalsh(K)[0] > 0
    _, w, sig = film_continuum(C, n)
    assert np.allclose(w, -(c[0]+2*c[1])*np.linalg.solve(K, n), atol=1e-9)
    assert np.allclose(sig[:, 2], 0, atol=1e-9)
    d1, _, g1 = film_continuum(C, n001); d3, _, g3 = film_continuum(C, n111)
    assert abs(d1-D001(*c)) < 1e-10 and abs(d3-D111(*c)) < 1e-10
    assert np.allclose(g1, Y001(*c)*np.diag([1, 1, 0]), atol=1e-8)
    assert np.allclose(g3, Y111(*c)*np.diag([1, 1, 0]), atol=1e-8)
    w110 = film_continuum(C, unit([1, 1, 0]))[1]
    assert np.linalg.norm(np.cross(w110, [1, 1, 0])) < 1e-9
    assert (d1 > d3) == (c[0]-c[1]-2*c[2] < 0) and (d3 < 0) == (2*c[2] > c[0]+2*c[1])
    seen |= {('order', bool(d1 > d3)), ('sign', bool(d3 < 0))}
    nu = rng.uniform(-0.5, 0.45); mu = 50.; lam = 2*mu*nu/(1-2*nu)
    assert abs(film_continuum(cubic(lam+2*mu, lam, mu), n)[0] - 2*nu/(1-nu)) < 1e-10
assert len(seen) == 4

# Keating model; energy density (GPa) is the sum of squared residuals
def residuals(F, shift, al, be, a):
    b = a/4*np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
    r = b @ F.T + shift; d2 = 3*a*a/16
    k = 3/(8*d2)/(a**3/4)/sc.angstrom/sc.giga
    return np.array([np.sqrt(k*al)*(np.sum(x*x)-d2) for x in r] +
                    [np.sqrt(2*k*be)*(np.sum(r[i]*r[j])+d2/3)
                     for i, j in itertools.combinations(range(4), 2)])
def minimise(f, x):
    for _ in range(20):
        J = np.array([f(x + 1e-30j*v).imag/1e-30 for v in np.eye(len(x))]).T
        x = x - np.linalg.lstsq(J, f(x), rcond=None)[0]
    assert np.max(np.abs(J.T @ f(x))) < 1e-10
    return x, np.sum(f(x)**2)
def curvature(S, p, relax=True, h=1e-4):
    en = lambda F: (minimise(lambda s: residuals(F, s, *p), np.zeros(3))[1] if relax
                    else np.sum(residuals(F, np.zeros(3), *p)**2))
    return (en(I3+h*S) + en(I3-h*S))/h**2
def elastic(p):
    Sxy = np.array([[0, .5, 0], [.5, 0, 0], [0, 0, 0]]); k11 = curvature(np.diag([1., 0, 0]), p)
    return k11, curvature(np.diag([1., 1, 0]), p)/2 - k11, curvature(Sxy, p), curvature(Sxy, p, False)
def film_atoms(n, eps, p, relax=True):
    """Returns w, sublattice shift, energy density of the relaxed coherent film."""
    F = lambda x: (1+eps)*I3 + np.outer(x[:3], n)
    f = lambda x: residuals(F(x), x[3:] if relax else np.zeros(3), *p)
    x, en = minimise(f, np.zeros(6 if relax else 3))
    return x[:3], x[3:], en
def small_limit(n, p, relax=True, h=1e-4):
    wp, _, ep = film_atoms(n, h, p, relax); wm, _, em = film_atoms(n, -h, p, relax)
    w = (wp-wm)/(2*h)
    return -(1 + w @ n), w, (ep+em)/(2*h*h)

for p in [(55., 7., 6.1), (40., 10., 5.0)]:
    al, be, a = p; C11, C12, C44, C44c = elastic(p)
    closed = np.array([al+3*be, al-be, 4*al*be/(al+be), al+be])/(a*sc.angstrom*sc.giga)
    assert np.allclose([C11, C12, C44, C44c], closed, rtol=1e-6)
    c = (C11, C12, C44); lim = {}
    for name, n, Df, Yf in [('001', n001, D001, Y001), ('111', n111, D111, Y111)]:
        d, w, Y = small_limit(n, p); dc = small_limit(n, p, False)[0]
        assert abs(d-Df(*c)) < 1e-6 and abs(Y/Yf(*c)-1) < 1e-6
        assert np.linalg.norm(np.cross(w, n)) < 1e-8 and abs(dc-Df(C11, C12, C44c)) < 1e-6
        lim[name] = (d, dc)
    assert abs(lim['001'][0]-lim['001'][1]) < 1e-8 and abs(lim['111'][0]-lim['111'][1]) > 0.1

aS = 4.95; eps = (aS-a)/a; B3 = C11+2*C12; vol = a**3/4*sc.angstrom**3
out = lambda label, v, u='', f='.5f': print(f"{label} = {v:{f}} {u}".rstrip())
out('alpha', al, 'N/m', '.1f'); out('beta', be, 'N/m', '.1f')
out('a_L', a, 'angstrom', '.3f'); out('a_S', aS, 'angstrom', '.3f'); out('in-plane strain e', eps)
for l, v in [('C11', C11), ('C12', C12), ('C44 relaxed', C44), ('C44 clamped', C44c),
             ('C11+2C12', B3), ('H', C11-C12-2*C44)]:
    out(l, v, 'GPa', '.3f')
for name, n, Df, Yf, d0 in [('001', n001, D001, Y001, a), ('111', n111, D111, Y111, a/np.sqrt(3))]:
    D = Df(*c); M = n @ Kform(*c, n) @ n; assert abs(B3/M-1-D) < 1e-12
    ratio = lambda x: -(x + film_atoms(n, x, p)[0] @ n)/x
    assert abs((ratio(-2e-3)-D)/(ratio(-1e-3)-D) - 2) < 0.05   # deviation linear in e
    wf, sh, enf = film_atoms(n, eps, p); t = f'({name}) '
    if name == '001':   # model energy is exactly quadratic in the Lagrangian strain here
        ep = eps + wf @ n; assert abs(ep+ep**2/2 + D*(eps+eps**2/2)) < 1e-8
    out(t+'M', M, 'GPa', '.3f'); out(t+'D formula', D); out(t+'D atomistic e->0', lim[name][0])
    out(t+'D atomistic, shift frozen', lim[name][1]); out(t+'e_perp linear', -D*eps, '', '.6f')
    out(t+'normal period relaxed', d0, 'angstrom'); out(t+'normal period strained', d0*(1-D*eps), 'angstrom')
    out(t+'volume strain', (2-D)*eps, '', '.6f'); out(t+'Y', Yf(*c), 'GPa', '.3f')
    out(t+'in-plane stress', Yf(*c)*eps, 'GPa', '.4f')
    out(t+'energy per primitive cell', Yf(*c)*eps**2*sc.giga*vol/sc.e*1e3, 'meV', '.3f')
    out(t+'atomistic e_perp at full e', eps + wf @ n, '', '.6f'); out(t+'atomistic ratio at full e', ratio(eps))
    out(t+'|sublattice shift| at full e', np.linalg.norm(sh), 'angstrom')
out('(111) cube-axes e_xx', (2-D111(*c))*eps/3, '', '.6f')
out('(111) cube-axes e_xy', -(1+D111(*c))*eps/3, '', '.6f')
out('(111) D formula with clamped C44', D111(C11, C12, C44c))

d113, w113, _ = small_limit(n113, p); K = Kform(*c, n113)
assert np.allclose(w113, -B3*np.linalg.solve(K, n113), atol=1e-6)
naive = B3/(n113 @ K @ n113) - 1; tilt = np.linalg.norm(np.cross(w113, n113))
assert tilt > 0.1 and abs(d113-naive) > 1e-2
out('(113) D atomistic', d113); out('(113) D if no tilt', naive); out('(113) tilt angle / |e|', tilt, 'rad')

# Open circuit: zero traction and zero normal displacement field; field in GV/m
e14, er = 0.2, 10.0; perm = er*sc.epsilon_0*sc.giga; pz = np.zeros((3, 3, 3))
for q in itertools.permutations(range(3)):
    pz[q] = e14
def piezo(n):
    def eqs(x):
        S = eps*I3 + (np.outer(x[:3], n)+np.outer(n, x[:3]))/2
        sig = np.einsum('ijkl,kl->ij', cubic(*c), S) - x[3]*np.einsum('kij,k->ij', pz, n)
        return np.append(sig @ n, np.einsum('kij,k,ij', pz, n, S) + perm*x[3])
    r0 = eqs(np.zeros(4)); x = -np.linalg.solve(np.array([eqs(v)-r0 for v in np.eye(4)]).T, r0)
    return -(eps + x[:3] @ n)/eps, x[3]
dM = 4*e14**2/(3*perm); Dp, field = piezo(n111)
assert abs(Dp - (B3/((B3+4*C44)/3+dM) - 1)) < 1e-9 and abs(Dp-D111(*c)) > 1e-3
assert abs(piezo(n001)[0]-D001(*c)) < 1e-9
out('e14', e14, 'C/m^2', '.2f'); out('eps_r', er, '', '.1f'); out('(111) piezo stiffening of M', dM, 'GPa', '.4f')
out('(111) D open circuit', Dp); out('(111) |field|', abs(field), 'GV/m')
print('checks complete')
```

Running it gives:

```
alpha = 40.0 N/m
beta = 10.0 N/m
a_L = 5.000 angstrom
a_S = 4.950 angstrom
in-plane strain e = -0.01000
C11 = 140.000 GPa
C12 = 60.000 GPa
C44 relaxed = 64.000 GPa
C44 clamped = 100.000 GPa
C11+2C12 = 260.000 GPa
H = -48.000 GPa
(001) M = 140.000 GPa
(001) D formula = 0.85714
(001) D atomistic e->0 = 0.85714
(001) D atomistic, shift frozen = 0.85714
(001) e_perp linear = 0.008571
(001) normal period relaxed = 5.00000 angstrom
(001) normal period strained = 5.04286 angstrom
(001) volume strain = -0.011429
(001) Y = 148.571 GPa
(001) in-plane stress = -1.4857 GPa
(001) energy per primitive cell = 2.898 meV
(001) atomistic e_perp at full e = 0.008493
(001) atomistic ratio at full e = 0.84925
(001) |sublattice shift| at full e = 0.00000 angstrom
(111) M = 172.000 GPa
(111) D formula = 0.51163
(111) D atomistic e->0 = 0.51163
(111) D atomistic, shift frozen = 0.18182
(111) e_perp linear = 0.005116
(111) normal period relaxed = 2.88675 angstrom
(111) normal period strained = 2.90152 angstrom
(111) volume strain = -0.014884
(111) Y = 193.488 GPa
(111) in-plane stress = -1.9349 GPa
(111) energy per primitive cell = 3.774 meV
(111) atomistic e_perp at full e = 0.005095
(111) atomistic ratio at full e = 0.50950
(111) |sublattice shift| at full e = 0.01309 angstrom
(111) cube-axes e_xx = -0.004961
(111) cube-axes e_xy = 0.005039
(111) D formula with clamped C44 = 0.18182
(113) D atomistic = 0.71422
(113) D if no tilt = 0.67661
(113) tilt angle / |e| = 0.43312 rad
e14 = 0.20 C/m^2
eps_r = 10.0
(111) piezo stiffening of M = 0.6024 GPa
(111) D open circuit = 0.50635
(111) |field| = 0.03929 GV/m
checks complete
```
